# Separating methane and water in mass channels 15 to 18

## The decision and the model

During the water half-cycle of alumina deposition from trimethylaluminium (TMA), water reacts with surface methyl groups and releases methane. A controller may end the water dose when the methane signal has died away. Channel 16 alone is a poor basis for that decision, because water also produces ions there. If channel 18 saturates during the dose, a second decision follows: can methane still be trusted from the remaining channels? Both answers depend on how noise in the currents passes into the fitted pressures.

Let $b$ hold the background-subtracted ion currents in the $m$ channels used, in pA, and let $x=(x_1,x_2)$ hold the partial pressures of methane and water at the analyser, in nTorr. The model is

$$b=Ax+e,\qquad x\ge 0,$$

where $e$ is noise and column $k$ of $A$ is the current per unit pressure of gas $k$. A column therefore contains both the cracking pattern and the absolute sensitivity. Its entries are nonnegative, and the two columns must be linearly independent. Noise is taken as independent between channels, with zero mean and the same standard deviation $s$. If the standard deviations differ, each row of $A$ and $b$ is first divided by its own; the results below then hold for the scaled rows, with $s=1$.

Nonnegative least squares (NNLS) returns the $\hat x\ge0$ that minimizes $f(x)=\tfrac12\|Ax-b\|^2$. With $\sigma_{\max}$ and $\sigma_{\min}$ the singular values of $A$ and $\kappa=\sigma_{\max}/\sigma_{\min}$, its error obeys

$$\|\hat x-x\|\le\frac{\|e\|}{\sigma_{\min}},\qquad
\frac{\|\hat x-x\|}{\|x\|}\le\kappa\,\frac{\|e\|}{\|Ax\|}.$$

The condition number thus bounds the relative amplification. The absolute amplification, in nTorr per pA, is bounded by $1/\sigma_{\min}$.

## Calibration

Each pure gas is admitted at known pressures $p_j$, and the current $I_{ij}$ is recorded in channel $i$. Minimizing $\sum_j(I_{ij}-a p_j)^2$ over $a$ gives $\sum_j p_j(I_{ij}-ap_j)=0$. Since the sum of squares is a parabola in $a$, a negative minimizer is replaced by zero when $a\ge0$ is required:

$$A_{ik}=\max\left(0,\frac{\sum_jp_jI_{ij}}{\sum_jp_j^2}\right).$$

Before clipping, noise $s_c$ in each calibration current gives this entry a standard deviation $s_c/\sqrt{\sum_jp_j^2}$.

## The two-gas solution

Define $G=A^{\mathsf T}A$ and $c=A^{\mathsf T}b$. Independent columns make $G$ positive definite, so $f$ is strictly convex and grows without limit in every direction; the minimizer exists and is unique. Let $w=c-Gx$, which is minus the gradient of $f$. A point $x\ge0$ is the minimizer if

$$w\le0,\qquad x_1w_1=x_2w_2=0.$$

Indeed, convexity gives, for any $y\ge0$,

$$f(y)\ge f(x)-w\cdot(y-x)=f(x)-w\cdot y\ge f(x).$$

The unconstrained solution $z=G^{-1}c$ is, with $D=G_{11}G_{22}-G_{12}^2>0$,

$$z_1=\frac{G_{22}c_1-G_{12}c_2}{D},\qquad
z_2=\frac{G_{11}c_2-G_{12}c_1}{D}.$$

If $z\ge0$, then $w=0$ and $\hat x=z$.

Suppose $z_1<0$. Substituting $c=Gz$ gives

$$c_1-\frac{G_{12}c_2}{G_{22}}
=G_{11}z_1+G_{12}z_2-\frac{G_{12}^2z_1}{G_{22}}-G_{12}z_2
=\frac{D}{G_{22}}z_1<0.$$

If $c_2\ge0$, try $x=(0,c_2/G_{22})$. Then $w_2=0$, and $w_1$ is the negative quantity just found, so this point is optimal. If $c_2<0$, the same inequality with $G_{12}\ge0$ gives $c_1<G_{12}c_2/G_{22}\le0$. At the origin $w=c\le0$, so the origin is optimal. Both cases are contained in $\hat x=(0,\max(0,c_2/G_{22}))$. The case $z_2<0$ follows by exchanging the labels.

```
setup(A):
    G11, G12, G22 = inner products of the columns
    D = G11*G22 - G12*G12
    reject A if a column is zero or D/(G11*G22) is near 0

fit(b):
    c1, c2 = inner products of the columns with b
    z1 = (G22*c1 - G12*c2)/D
    z2 = (G11*c2 - G12*c1)/D
    if z1 < 0: x = (0, max(0, c2/G22))
    else if z2 < 0: x = (max(0, c1/G11), 0)
    else: x = (z1, z2)
    return x, z, b - A*z
```

Setup takes three inner products of length $m$ and is done once per calibration. Each scan needs two more, a few scalar operations, and $2m$ multiplications for the residual. There is no iteration. With more gases, the optimality conditions keep their form, but a general active-set solver replaces the branches.

## Why the constraint preserves the noise bound

Let $d=\hat x-x$ be the error. At the solution $w=A^{\mathsf T}(b-A\hat x)$. For the true $x\ge0$, the optimality conditions give

$$(b-A\hat x)\cdot A(x-\hat x)=w\cdot(x-\hat x)=w\cdot x\le0.$$

Since $b-A\hat x=e-Ad$ and $x-\hat x=-d$, this reads $-(e-Ad)\cdot Ad\le0$, or

$$\|Ad\|^2\le e\cdot Ad=(Pe)\cdot Ad\le\|Pe\|\,\|Ad\|.$$

Here $P$ projects onto the column space of $A$, which contains $Ad$. Hence $\|Ad\|\le\|Pe\|\le\|e\|$. Combining this with $\sigma_{\min}\|d\|\le\|Ad\|$ gives the absolute bound. Dividing by $\|x\|$ and using $1/\|x\|\le\sigma_{\max}/\|Ax\|$ gives the relative one.

The bounds can be reached. Let $u_{\min}$ be the left singular vector for $\sigma_{\min}$, and $v_{\min},v_{\max}$ the right singular vectors. Take $x=t\,v_{\max}$ and $e=\epsilon\,u_{\min}$. The unconstrained error is $\epsilon v_{\min}/\sigma_{\min}$, and $\|Ax\|=\sigma_{\max}\|x\|$, so both inequalities become equalities if the constraint stays inactive. For $G_{12}>0$ the largest eigenvalue $\lambda$ of $G$ exceeds $G_{11}$, and $(\lambda-G_{11})v_1=G_{12}v_2$ shows that the components of $v_{\max}$ have the same sign. We may take both positive, and sufficiently small noise then leaves $z$ positive.

The constraint does not reduce the error for every noise vector. Let methane be absent and let $e=A(-\delta,0)^{\mathsf T}$. Then $z=(-\delta,x_2)$, with error $\delta$. If $x_2$ is large enough, NNLS returns $\hat x_2=x_2-\delta G_{12}/G_{22}$, with error $\delta G_{12}/G_{22}$. This is larger whenever $G_{12}>G_{22}$, which requires a weak water column.

## What the condition number measures

Let $n_k$ be the column norms and $\theta$ the angle between the columns. The trace of $G$ is $\sigma_{\max}^2+\sigma_{\min}^2=n_1^2+n_2^2$, and its determinant is $\sigma_{\max}^2\sigma_{\min}^2=n_1^2n_2^2\sin^2\theta$. Therefore

$$\kappa+\frac1\kappa=\frac{\sigma_{\max}^2+\sigma_{\min}^2}{\sigma_{\max}\sigma_{\min}}
=\frac{1}{\sin\theta}\left(\frac{n_1}{n_2}+\frac{n_2}{n_1}\right).$$

Rescaling a column changes $n_1/n_2$ but not $\theta$. The bracket is least at $n_1=n_2$, and $\kappa+1/\kappa$ increases with $\kappa$ for $\kappa\ge1$, so equal norms minimize $\kappa$. The eigenvalues of $G$ are then $n^2(1\pm\cos\theta)$, and

$$\kappa_{\rm eq}=\sqrt{\frac{1+\cos\theta}{1-\cos\theta}}=\cot\frac\theta2.$$

A large $\kappa$ with a modest $\kappa_{\rm eq}$ signals one weak column rather than two similar patterns.

The error of each gas separates these causes. Without the constraint, $z-x=G^{-1}A^{\mathsf T}e$, whose covariance is $G^{-1}A^{\mathsf T}(s^2I)AG^{-1}=s^2G^{-1}$. Since $(G^{-1})_{11}=G_{22}/D=1/(n_1^2\sin^2\theta)$, and likewise for water,

$$s_k=\frac{s}{n_k\sin\theta}.$$

Overlap costs the factor $1/\sin\theta$ for both gases; a small $n_k$ harms gas $k$.

## A scan worked by hand

The synthetic instrument has noise of 0.20 pA per reading. Each gas was calibrated at five pressures from 100 to 500 nTorr, with 100 scans averaged at each. For channels 15, 16, 17 and 18 in order, the calibrated columns in pA/nTorr are

$$A_{\rm CH_4}=(0.08499,\,0.09996,\,0.00121,\,0.00003),$$
$$A_{\rm H_2O}=(0,\,0.00126,\,0.01836,\,0.07999).$$

A scan at true pressures of 60 nTorr methane and 400 nTorr water gives currents of 5.33, 6.83, 7.27 and 31.65 pA. The inner products, in the units already set, are

$$G_{11}=0.01721677,\quad G_{12}=0.0001505649,\quad G_{22}=0.006737077,$$
$$c_1=1.145470,\quad c_2=2.673767,\quad D=1.15968\times10^{-4}.$$

Consequently

$$z_1=\frac{0.0077171-0.0004026}{1.15968\times10^{-4}}\approx63.1,\qquad
z_2=\frac{0.0460336-0.0001725}{1.15968\times10^{-4}}\approx395.5.$$

Both are positive, so NNLS returns 63.1 nTorr methane and 395.5 nTorr water, or 8.4 and 52.7 µPa. The standard errors are 1.5 and 2.4 nTorr, so each estimate is about two standard errors from the truth. Assigning all of channel 16 to methane would give 68.3 nTorr. At the fitted water pressure, water supplies about 0.50 pA of that channel, equivalent to 5 nTorr of methane.

The error norm is 5.5 nTorr and its bound, including calibration error, is 7.3 nTorr. This bound uses the known synthetic noise. In a measurement $\|e\|$ is unknown. The standard errors are then the practical guide to the noise error, provided both fitted pressures lie well above zero; calibration and timing errors must be judged separately.

In a late-purge scan with no methane and 40 nTorr water, the currents are $-0.25$, $-0.01$, 1.07 and 3.35 pA. This scan was selected as the first in its series with a negative unconstrained methane value. That fit gives $-1.6$ and 42.7 nTorr. The constraint sets methane to zero and leaves water at 42.7 nTorr to this precision, because $G_{12}/G_{22}$ is small.

## Choosing the channels

With the calibrated matrix and the noise per channel held fixed, the channel sets compare as follows. Errors are unconstrained standard errors in nTorr.

| Channels | $\kappa$ | $\kappa_{\rm eq}$ | CH₄ error | H₂O error |
|---|---:|---:|---:|---:|
| 15–18 | 1.60 | 1.01 | 1.5 | 2.4 |
| 15–17 | 7.14 | 1.06 | 1.5 | 10.9 |
| 15–16 | 161 | 2.72 | 2.4 | 245 |

With all four channels the columns are 89.2° apart, and overlap raises the errors by about 0.01%. Most of the excess of $\kappa$ over 1 comes from unequal column norms.

Omitting a saturated channel 18 barely affects methane. Water is then measured mainly through its weaker channel 17, and its error rises to 10.9 nTorr. A saturated reading must be removed from both $A$ and $b$, because clipping is not zero-mean noise. The table covers noise only and assumes that the remaining channels stay linear. Saturation implies a water signal far above the 32 pA of the worked scan, and errors in the calibrated water column pass into methane in proportion to the water pressure, with or without channel 18. For the calibration used here this adds about 0.07 nTorr (rms) at 400 nTorr water, matches the 1.5 nTorr noise error near 8,000 nTorr, and reaches about 7 nTorr at 40,000 nTorr.

Channels 15 and 16 give $\kappa=161$, yet methane remains usable. Water has no calibrated signal in channel 15, so in the unconstrained fit that channel alone fixes methane, with error $0.20/0.08499\approx2.4$ nTorr. Water must be found from its small contribution to channel 16 and is poorly determined. If its unconstrained value is negative, NNLS sets water to zero and fits methane to both channels. The condition number describes the worst direction in the space of both pressures, not the error of the gas one needs.

This pair also shows how the constraint can hurt. With no methane, 400 nTorr water and the special noise vector above at $\delta=1$ nTorr, the unconstrained error is 1 nTorr and the NNLS error is 79 nTorr. The noise is only about 0.1 pA in each channel. The result still lies below the bound of about 161 nTorr.

## Failure modes

**Averaging after the fit.** When methane is absent and water is far from zero, $\hat x_1=\max(0,z_1)$. For Gaussian noise its mean is

$$\int_0^\infty\frac{z}{s_1\sqrt{2\pi}}\,e^{-z^2/(2s_1^2)}\,dz=\frac{s_1}{\sqrt{2\pi}}.$$

This is 0.61 nTorr for the four-channel fit; 20,000 simulated records give 0.62 nTorr. Averaging fitted pressures cannot remove this bias. Averaging the currents of 100 scans before fitting divides $s_1$ by 10 and predicts 0.061 nTorr. The same records, grouped this way, give 0.076 nTorr. The sampling error of that mean is about 0.006 nTorr, so the excess is some 2.4 sampling errors. Averaging currents first therefore reduces the bias but does not remove it; keeping the signed $z_1$ for statistics avoids it. For an end-point decision, the average must span a time short compared with the methane decay. At 0.10 s per channel, 100 successive scans take 40 s, so an average of that size would have to combine scans from the same moment of repeated, equivalent cycles.

**Calibration error.** If the true matrix is $A+E$, then $b=Ax+(e+Ex)$. The earlier proof applies with the bracket as noise:

$$\|\hat x-x\|\le\frac{\|e\|+\|Ex\|}{\sigma_{\min}(A)}.$$

The second term is repeated from scan to scan and does not average away. If the calibration gauge reads a factor $g$ too high for both gases, the matrix becomes $A/g$. Since $(A/g)(gx)=Ax$, the fitted pressures are too high by $g$ while the residual is unchanged.

**A missing species.** The unconstrained residual is $r=b-Az=(I-P)e$, because $(I-P)A=0$. For Gaussian noise, $\|r\|^2/s^2$ is chi-squared with $m-2$ degrees of freedom. With four channels there are two, the probability of exceeding $q$ is $e^{-q/2}$, and the 1% limit is $-2\ln0.01=9.21$. The worked scan gives 0.16. Its pressure errors are nevertheless about two standard errors, because a residual cannot reveal noise lying in the column space. Two channels leave no residual check at all.

TMA supplies methyl ions in channel 15. Suppose the two-gas fit is used during the TMA dose, at the worked methane and water pressures, with 100 nTorr TMA and an assumed sensitivity of 0.02 pA/nTorr in that channel. A real TMA dose should contain little water; the worked pressures are kept only for comparison. The extra 2 pA raises methane by 9.9 nTorr. It also contributes 58 to the residual statistic, so the check exposes it, provided TMA feeds channel 15 alone as assumed here. An accompanying signal in channel 16 moves the contaminant toward the methane column, where the residual cannot see it. If channel 16 gains 0.75 times the current of channel 15, the contribution falls to 7.6, below the limit, while methane reads 18.6 nTorr too high. At methane's own ratio of 1.18 the contribution nearly vanishes and the bias is 23.6 nTorr. A large residual does not identify its cause, however: the 10% rise in fragment sensitivities considered below adds about 16 to the same statistic. If TMA is responsible, the model needs a calibrated TMA column that is linearly independent of the other two. A further channel in which TMA is distinct helps to separate it.

**Rounding.** Forming $G$ squares the condition number. Even for $\kappa=161$, $\kappa^2$ times double-precision rounding is of order $10^{-12}$, far below the measurement noise. For nearly parallel columns, $D$ suffers cancellation. The setup check uses $D/(G_{11}G_{22})=\sin^2\theta$, which does not depend on column scaling.

## Size of the neglected effects

The example represents a differentially pumped quadrupole with a Faraday collector. Its patterns, its sensitivities near 0.1 pA/nTorr and its pressures are rough typical values; a real instrument needs its own calibration. The model assumes that all channels are read at once, whereas a quadrupole reads them in turn. With 0.10 s per channel and both pressures decaying with a time constant of 2.0 s, the fit misses the mid-scan values by $+3.1$ nTorr for methane and $-28$ nTorr for water. The water error is about 7%, mainly because channel 18 is read 0.15 s after mid-scan. Interpolating every channel to a common time before fitting reduces this error when the pressure varies smoothly between scans. It also changes the noise unequally: linear interpolation to mid-scan gives about 0.15 pA in channels 15 and 18 and 0.18 pA in channels 16 and 17, so the rows should then be rescaled by their own standard deviations.

A calibration gauge reading 10% high adds 6 nTorr to methane and 40 nTorr to water, the largest errors among the effects in this section. A 10% rise in all fragment sensitivities, with the parent peaks fixed, adds 2.8 and 2.0 nTorr. Shot noise follows from Poisson counting: for current $I$ and dwell time $t$, the charge count has variance $It/q_e$, with $q_e$ the elementary charge, so the current has standard deviation $\sqrt{q_eI/t}$. In channel 18 this is 0.007 pA, small beside 0.20 pA, which supports equal weights here. With all four channels, the timing and gauge errors assumed here exceed the noise error in the water pressure. The numerical output below lists the values used.

## Table of computed values

```
parent sensitivity CH4, H2O (pA/nTorr): 0.10 0.08
assumed CH4 pattern 15..18: 0.850 1.000 0.012 0.000
assumed H2O pattern 15..18: 0.000 0.015 0.230 1.000
noise per channel (pA): 0.20; dwell (s): 0.10
calibration pressures (nTorr): 100 200 300 400 500 ; scans each: 100
calibrated CH4 column (pA/nTorr): 0.08499 0.09996 0.00121 0.00003
calibrated H2O column (pA/nTorr): 0.00000 0.00126 0.01836 0.07999
column norms (pA/nTorr): 0.13121 0.08208
cos(theta): 0.01398; theta (deg): 89.20
set 15-18: kappa 1.599; equal-norm kappa 1.014
  1/smin (nTorr/pA) 12.19; 1/sin(theta) 1.0001
  std error CH4, H2O (nTorr): 1.52 2.44
set 15-17: kappa 7.144; equal-norm kappa 1.063
  1/smin (nTorr/pA) 54.44; 1/sin(theta) 1.0019
  std error CH4, H2O (nTorr): 1.53 10.89
set 15-16: kappa 160.768; equal-norm kappa 2.720
  1/smin (nTorr/pA) 1225.27; 1/sin(theta) 1.5438
  std error CH4, H2O (nTorr): 2.35 245.05
true pressures CH4, H2O (nTorr): 60 400
scan currents 15..18 (pA): 5.33 6.83 7.27 31.65
G11 G12 G22 (pA2/nTorr2): 1.721677e-02 1.505649e-04 6.737077e-03
c1 c2 (pA2/nTorr): 1.145470 2.673767
estimate CH4, H2O (nTorr): 63.07 395.46
estimate CH4, H2O (uPa): 8.41 52.72
CH4 from channel 16 alone (nTorr): 68.33
noise norm, calibration misfit norm (pA): 0.569 0.027
actual error norm, bound (nTorr): 5.48 7.26
chi2 of scan: 0.16; 1% limit: 9.21
late purge true CH4, H2O (nTorr): 0 40
late purge scan number: 2; currents (pA): -0.25 -0.01 1.07 3.35
late purge plain fit (nTorr): -1.58 42.72
late purge nonnegative fit (nTorr): 0.00 42.69
zero-CH4 bias formula, sampled (nTorr): 0.608 0.623
bias, 100 scans averaged before fit (nTorr): 0.076
special noise, set 15-16, true CH4 0, H2O 400 nTorr:
  error plain, nonnegative (nTorr): 1.00 79.33
shot noise in channel 18 (pA): 0.0072
bias, fragments +10% (nTorr): 2.84 1.97
bias, gauge reads 10% high (nTorr): 6.00 40.00
bias, sequential scan, decay 2.0 s (nTorr): 3.14 -27.99
TMA (nTorr): 100; assumed m/z 15 sensitivity (pA/nTorr): 0.02
bias from TMA (nTorr): 9.87 -0.22
chi2 from TMA alone, no noise: 58.0
```
